\section*{Anisotropic thermal expansion and axis contraction with positive Grüneisen components, part 3}

The problem is when a hexagonal axis contracts on heating although the Gr\"uneisen components are positive. Hartree atomic units are used with $k_B=1$; multiplying an expansion coefficient in $\mathrm{Ha}^{-1}$ by $3.166812\times10^{-6}\ \mathrm{Ha/K}$ gives $\mathrm{K}^{-1}$. Repeated indices are summed. $V$ is the cell volume, $\epsilon_{ij}$ strain, $\mathcal S$ entropy, $E=F+T\mathcal S$. Indexed $C$, $S$ are stiffness and compliance, isothermal unless marked $\mathcal S$ (adiabatic). The free energy, with static part $U$, is
\begin{equation}
F(\epsilon,T)=U(\epsilon)+\sum_m f(\omega_m(\epsilon),T),\qquad f(\omega,T)=\frac{\omega}{2}+T\ln\!\big(1-e^{-\omega/T}\big).
\label{eq:F}
\end{equation}
Mode $m$ has $x_m=\omega_m/T$, heat capacity $c_m=x_m^2e^{x_m}/(e^{x_m}-1)^2$ and, with $e_m$ the normalised eigenvectors of the dynamical matrix $\mathsf D$,
\begin{equation}
\gamma^m_{ij}=-\frac{1}{2\omega_m^2}\,e_m^\dagger\frac{\partial\mathsf D}{\partial\epsilon_{ij}}e_m .
\label{eq:mode}
\end{equation}
$C_\epsilon=\sum_mc_m$, and $\gamma_{ij}$ is the $c_m$-weighted average of $\gamma^m_{ij}$. Lemma 2: $(\partial\mathcal S/\partial\epsilon_{ij})_T=C_\epsilon\gamma_{ij}$. Lemma 3: $\gamma_{ij}\alpha_{ij}>0$ for $\gamma\ne0$, $T>0$. Lemma 4: symmetric tensors invariant under an $n$-fold rotation about $x_3$, $n\ge3$, are $\mathrm{diag}(g_a,g_a,g_c)$.

The tensor formula is (i) $\alpha_{ij}=S^T_{ijkl}\gamma_{kl}C_\epsilon/V$, or (ii) $S^{\mathcal S}_{ijkl}\gamma_{kl}C_\sigma/V$, with zero-stress heat capacity
\begin{equation}
C_\sigma=T\frac{d\mathcal S}{dT}=C_\epsilon\big(1+T\gamma_{kl}\alpha_{kl}\big),
\label{eq:Csig}
\end{equation}
In Voigt notation $\alpha_4=2\alpha_{23}$, $\gamma_4=\gamma_{23}$. For hexagonal crystals, with $D=C_{33}(C_{11}+C_{12})-2C_{13}^2>0$,
\begin{align}
\alpha_a&=\frac{C_\epsilon}{V}\big[(S_{11}+S_{12})\gamma_a+S_{13}\gamma_c\big]=\frac{C_\epsilon}{V}\,\frac{C_{33}\gamma_a-C_{13}\gamma_c}{D},\label{eq:aa}\\
\alpha_c&=\frac{C_\epsilon}{V}\big[2S_{13}\gamma_a+S_{33}\gamma_c\big]=\frac{C_\epsilon}{V}\,\frac{(C_{11}+C_{12})\gamma_c-2C_{13}\gamma_a}{D},\label{eq:ac}
\end{align}
\begin{equation}
S_{11}+S_{12}=\frac{C_{33}}{D},\qquad S_{13}=-\frac{C_{13}}{D},\qquad S_{33}=\frac{C_{11}+C_{12}}{D}.
\label{eq:compl}
\end{equation}
Both numerators are unchanged by adiabatic constants (Section 5). For $\gamma_a,\gamma_c>0$, $C_{13}>0$, $r=\gamma_c/\gamma_a$,
\begin{equation}
\alpha_a<0\iff r>\frac{C_{33}}{C_{13}},\qquad
\alpha_c<0\iff r<\frac{2C_{13}}{C_{11}+C_{12}},
\label{eq:crit}
\end{equation}
For $\epsilon=\mathrm{diag}(u,u,w)$, and for the Hessian $H$ of $F$ in $(\ln a,\ln c)$ at equilibrium,
\begin{gather}
C_{ijkl}\epsilon_{ij}\epsilon_{kl}=2(C_{11}+C_{12})u^2+4C_{13}uw+C_{33}w^2 .
\label{eq:form}\\
H_{aa}=2V(C_{11}+C_{12}),\qquad H_{ac}=2VC_{13},\qquad H_{cc}=VC_{33}.
\label{eq:H}
\end{gather}
With $\alpha_a^{\rm cl}$ the expansion at fixed $c$, $\nu$ the Poisson ratio, $\beta$ the volume expansion and $\kappa$ the linear compressibilities,
\begin{gather}
\alpha_a=\alpha_a^{\rm cl}-\nu\,\alpha_c,\qquad
\alpha_a^{\rm cl}=\frac{\gamma_aC_\epsilon}{V(C_{11}+C_{12})},\qquad
\nu=\frac{C_{13}}{C_{11}+C_{12}}=-\frac{S_{13}}{S_{33}} .
\label{eq:poisson}\\
\beta=\frac{C_\epsilon}{V}\,(2\kappa_a\gamma_a+\kappa_c\gamma_c),\qquad
\kappa_a=S_{11}+S_{12}+S_{13},\quad \kappa_c=2S_{13}+S_{33}.
\label{eq:beta}
\end{gather}
The quadratic $2C_{33}\gamma_a^2-4C_{13}\gamma_a\gamma_c+(C_{11}+C_{12})\gamma_c^2$ in $\gamma_a/\gamma_c$ has discriminant $-8D$. The cubic limit is $\alpha=\gamma C_\epsilon/(3BV)$, $B=(C_{11}+2C_{12})/3$.

\section{Worked example}

The example is a model normalised per atom, with chosen inputs for a hexagonal crystal that is much softer along $c$ than in the basal plane. It shows the mechanism and is not a description of any particular material. With $\epsilon_a=\ln(a/a_0)$ and $\epsilon_c=\ln(c/c_0)$ measured from the static minimum,
\begin{equation}
U=V_0\big[(C^0_{11}+C^0_{12})\epsilon_a^2+2C^0_{13}\epsilon_a\epsilon_c+\tfrac12C^0_{33}\epsilon_c^2\big],\qquad V=V_0e^{2\epsilon_a+\epsilon_c},
\end{equation}
which is $V_0/2$ times \eqref{eq:form}. The inputs are $V_0=102\ \mathrm{bohr}^3$ and $C^0_{11},C^0_{12},C^0_{13},C^0_{33}=6.0,\,1.2,\,1.9,\,2.3$ in units of $10^{-3}\ \mathrm{Ha/bohr^3}$, that is $176.5$, $35.3$, $55.9$, $67.7$ GPa. The three modes per atom are Einstein oscillators,
\begin{equation}
\omega_j=\omega_j^0\exp(-2\gamma_a^j\epsilon_a-\gamma_c^j\epsilon_c),
\end{equation}
one soft mode with $\omega^0_1=3.5\times10^{-4}$ Ha ($110.5$ K), $\gamma_a^1=1.0$, $\gamma_c^1=2.8$, and two stiff modes with $\omega^0_2=8.0\times10^{-4}$ Ha ($252.6$ K), $\gamma_a^2=2.6$, $\gamma_c^2=1.8$. Every mode parameter is positive. The static constants give $D=9.34\times10^{-6}\ (\mathrm{Ha/bohr^3})^2$ and thresholds $1.2105$ and $0.5278$. The soft mode alone has $r=2.8$, above the upper threshold, and the plain average has $r=(2.8+3.6)/(1.0+5.2)=1.03$, between the thresholds. The $a$ axis should therefore contract at low temperature and expand at high temperature.

The isothermal constants need the vibrational Hessian. From \eqref{eq:F}, $\partial f/\partial\omega=n+\tfrac12$ with $n=1/(e^x-1)$, and $\partial^2f/\partial\omega^2=-e^x/[T(e^x-1)^2]=-Tc/\omega^2$. With $G^j=(2\gamma^j_a,\gamma^j_c)$ the exponential gives $\partial_\mu\omega=-G_\mu\omega$ and $\partial_\mu\partial_\nu\omega=G_\mu G_\nu\omega$. The chain rule, $\partial_\mu\partial_\nu f=(\partial^2f/\partial\omega^2)\,\partial_\mu\omega\,\partial_\nu\omega+(\partial f/\partial\omega)\,\partial_\mu\partial_\nu\omega$, then yields
\begin{equation}
H_{\mu\nu}=\partial_\mu\partial_\nu U+\sum_jg_j\,G^j_\mu G^j_\nu\,\Lambda_j,\qquad \Lambda_j=\omega_j(n_j+\tfrac12)-Tc_j,
\end{equation}
with multiplicities $g_1=1$, $g_2=2$.

\subsection*{Low temperature: $T=1.6\times10^{-4}$ Ha $=50.52$ K}

Minimising $F$ gives $\epsilon_a=1.45302\times10^{-3}$ and $\epsilon_c=6.30235\times10^{-3}$, so $V=102\,e^{0.0092084}=102.9436\ \mathrm{bohr}^3$. The strain $\epsilon_a$ relative to the static lattice is positive even though its temperature derivative will turn out negative; it includes the zero-point expansion, which weights each mode by $\omega/2$ and so favours the stiff modes with their large $\gamma_a$. The frequencies and mode heat capacities are
\begin{align}
\omega_1&=3.5\times10^{-4}e^{-0.0205526}=3.42880\times10^{-4}, & x_1&=2.14300, & c_1&=0.69140,\nonumber\\
\omega_2&=8.0\times10^{-4}e^{-0.0188999}=7.85022\times10^{-4}, & x_2&=4.90639, & c_2&=0.18078.
\end{align}
The weighted sums are
\begin{align}
C_\epsilon&=0.69140+2(0.18078)=1.05296,\nonumber\\
\gamma_a&=[0.69140(1.0)+0.36156(2.6)]/1.05296=1.5494,\nonumber\\
\gamma_c&=[0.69140(2.8)+0.36156(1.8)]/1.05296=2.4566,
\end{align}
so $r=1.5855$. For the Hessian, $n_1=0.13289$ and $n_2=0.00745$ give $\Lambda_1=2.1701\times10^{-4}-1.1062\times10^{-4}=1.0638\times10^{-4}$ Ha and $\Lambda_2=3.9836\times10^{-4}-0.2892\times10^{-4}=3.6944\times10^{-4}$ Ha. With $G^1=(2.0,2.8)$ and $G^2=(5.2,1.8)$, in Ha,
\begin{align}
H_{aa}&=1.46880+4.00\,\Lambda_1+27.04\,(2\Lambda_2)=1.48920,\nonumber\\
H_{ac}&=0.38760+5.60\,\Lambda_1+9.36\,(2\Lambda_2)=0.39511,\nonumber\\
H_{cc}&=0.23460+7.84\,\Lambda_1+3.24\,(2\Lambda_2)=0.23783.
\end{align}
Dividing by $2V$, $2V$ and $V$ as in \eqref{eq:H} gives $C_{11}+C_{12}=7.23311$, $C_{13}=1.91907$ and $C_{33}=2.31027$ in $10^{-3}\ \mathrm{Ha/bohr^3}$. These lie slightly above the static inputs, because in this model the positive vibrational term outweighs the increase of $V$ at low temperature. Then $D=(16.71044-7.36566)\times10^{-6}=9.3448\times10^{-6}\ (\mathrm{Ha/bohr^3})^2$, and \eqref{eq:compl} gives $S_{11}+S_{12}=247.225$, $S_{13}=-205.362$, $S_{33}=774.023$ in $\mathrm{bohr^3/Ha}$. With $C_\epsilon/V=1.02285\times10^{-2}\ \mathrm{bohr}^{-3}$,
\begin{align}
\alpha_a&=1.02285\times10^{-2}\,[247.225(1.54941)-205.362(2.45662)]\nonumber\\
&=3.91807-5.16025=-1.2422\ \mathrm{Ha}^{-1},\nonumber\\
\alpha_c&=1.02285\times10^{-2}\,[-2(205.362)(1.54941)+774.023(2.45662)]\nonumber\\
&=-6.50921+19.44937=12.9402\ \mathrm{Ha}^{-1}.
\end{align}
In $\mathrm{K}^{-1}$ these are $\alpha_a=-3.9338\times10^{-6}$ and $\alpha_c=4.0979\times10^{-5}$. The ratio $r=1.5855$ exceeds $C_{33}/C_{13}=1.20385$, in agreement with \eqref{eq:crit}. Direct minimisation of $F$ at neighbouring temperatures gives $-1.24219$ and $12.94016\ \mathrm{Ha}^{-1}$.

In the Poisson form \eqref{eq:poisson}, $\alpha_a^{\rm cl}=2.19106\ \mathrm{Ha}^{-1}$ and $\nu=1.91907/7.23311=0.26532$, so $\alpha_a=2.19106-3.43324=-1.2422\ \mathrm{Ha}^{-1}$. With $c$ clamped the $a$ axis expands. Setting $C^0_{13}=0$ in the model gives $\alpha_a=2.19144\ \mathrm{Ha}^{-1}$, again positive. It lies close to the clamped value because two small effects of opposite sign nearly cancel. The vibrational part of $H_{ac}$, about $0.0075$ Ha, leaves $\nu=H_{ac}/H_{aa}\approx0.005$, which with $\alpha_c\approx\gamma_cC_\epsilon/H_{cc}\approx11\ \mathrm{Ha}^{-1}$ lowers $\alpha_a$ by about $0.05\ \mathrm{Ha}^{-1}$. The larger equilibrium strains lower the frequencies by about one per cent, which raises $\gamma_aC_\epsilon$ by about $2.5$ per cent, mostly through the stiff modes, and with it $\alpha_a^{\rm cl}$ by about $0.05\ \mathrm{Ha}^{-1}$. Both compressibilities are positive, $\kappa_a=41.863$ and $\kappa_c=363.300\ \mathrm{bohr^3/Ha}$, and \eqref{eq:beta} gives $\beta=1.02285\times10^{-2}(129.73+892.49)=10.456\ \mathrm{Ha}^{-1}$, or $3.3112\times10^{-5}\ \mathrm{K}^{-1}$. Lemma 3 reads $2\gamma_a\alpha_a+\gamma_c\alpha_c=-3.849+31.789=27.940\ \mathrm{Ha}^{-1}$, and \eqref{eq:Csig} gives $C_\sigma=1.05296\,(1+0.00447)=1.05767$.

\subsection*{Room temperature: $T=9.5\times10^{-4}$ Ha $=299.99$ K}

Now $\epsilon_a=2.33278\times10^{-3}$, $\epsilon_c=2.29399\times10^{-2}$, $V=104.8550\ \mathrm{bohr}^3$, and the frequencies $3.26698\times10^{-4}$ and $7.58384\times10^{-4}$ Ha give $c_1=0.99020$, $c_2=0.94854$, $C_\epsilon=2.88729$ to the rounding of these entries. The averages are $\gamma_a=2.05128$ and $\gamma_c=2.14295$, so $r=1.04469$, between the thresholds $0.52849$ and $1.20849$. The isothermal constants have fallen below the static ones, to $C_{11}+C_{12}=7.02980$, $C_{13}=1.85759$, $C_{33}=2.24488$ in $10^{-3}\ \mathrm{Ha/bohr^3}$, with $D=8.87978\times10^{-6}\ (\mathrm{Ha/bohr^3})^2$, $S_{11}+S_{12}=252.808$, $S_{13}=-209.193$ and $S_{33}=791.663\ \mathrm{bohr^3/Ha}$. With $C_\epsilon/V=2.75360\times10^{-2}\ \mathrm{bohr}^{-3}$,
\begin{align}
\alpha_a&=14.27960-12.34413=1.9355\ \mathrm{Ha}^{-1}\quad(6.1293\times10^{-6}\ \mathrm{K}^{-1}),\nonumber\\
\alpha_c&=-23.63209+46.71479=23.0827\ \mathrm{Ha}^{-1}\quad(7.3099\times10^{-5}\ \mathrm{K}^{-1}).
\end{align}
Both axes expand, yet the $S_{13}$ term still cancels most of the first term of $\alpha_a$, and the result is about a quarter of the clamped value $8.03494\ \mathrm{Ha}^{-1}$. Because $\alpha_a$ is a small difference, an error of one per cent in the first term changes it by 7.4 per cent, and the same relative error in the second by 6.4 per cent.

Part (ii) can be followed with the adiabatic constants $7.24994$, $1.97258$, $2.36501$ (same order and units) and $C_\sigma=3.04475$. The numerator is $2.36501(2.05128)-1.97258(2.14295)=0.6242$, and the isothermal one is $2.24488(2.05128)-1.85759(2.14295)=0.6242$, equal as shown in Section 5. The adiabatic determinant is $17.14618-7.78214=9.36404$, and
\begin{equation}
\alpha_a=\frac{3.04475}{104.8550}\cdot\frac{0.62416\times10^{-3}}{9.36404\times10^{-6}}=1.9355\ \mathrm{Ha}^{-1}.
\end{equation}
A mixed pairing would be in error by the factor $C_\sigma/C_\epsilon=3.04475/2.88729=1.0545$.

Between the two temperatures $\alpha_a$ vanishes at $T_0=2.73509\times10^{-4}$ Ha $=86.37$ K, where $r$ and $C_{33}/C_{13}$ both equal $1.20478$. The lattice constant $a$ has its minimum there.

\section{The numerical check}

The numerical check tests the theorem in three ways. Symbolic algebra confirms Lemma 4 for the threefold rotation, the compliances \eqref{eq:compl}, the discriminant $-8D$ and the cubic limit. The Einstein model is treated in 40-digit arithmetic: the expansion coefficients are obtained from values of $F$ alone, by minimising at two neighbouring temperatures, and agree with \eqref{eq:aa} and \eqref{eq:ac} to better than one part in $10^8$; the adiabatic constants come from the Hessian of $E$ at constant entropy, and the clamped coefficient from minimising over $a$ only.

The third test uses the phonon dispersions of a model lattice. A simple hexagonal lattice with $a_0=5.0$ and $c_0=4.0$ bohr and mass $65.4$ u is held by Morse bonds of spring constant $0.015\ \mathrm{Ha/bohr^2}$ and range parameters $0.3$ (in-plane), $2.5$ (axial) and $0.3$ (diagonal) $\mathrm{bohr}^{-1}$, all chosen inputs, on a $6^3$ grid of wave vectors at $T=6\times10^{-4}$ Ha. $F$ is minimised over all six strains and the result is compared with the full tensor formula built from \eqref{eq:mode}; Lemma 2 is checked against derivatives of $F$. This lattice also contracts along $a$ with both averaged components positive: $\gamma_a=0.46900$, $\gamma_c=1.69953$, $r=3.6237$ against $C_{33}/C_{13}=1.8500$, with $\alpha_a=-1.46320$ by minimisation and $-1.46321\ \mathrm{Ha}^{-1}$ by formula, and $\alpha_c=6.84248$ and $6.84250\ \mathrm{Ha}^{-1}$. These digits belong to the $6^3$ grid; on a $16^3$ grid $\gamma_a$, $r$ and $\alpha_a$ move by 0.3 to 0.4 per cent, to $0.4677$, $3.635$ and $-1.469\ \mathrm{Ha}^{-1}$, and $\alpha_c$ by 0.1 per cent, with no change of sign. The theorem does not need the signs of the individual mode parameters of this lattice, which are not all positive. A triclinic lattice with the same bond pattern, spring constant and range parameters, but with the rest lengths of its bonds taken from a distorted cell so that its equilibrium is triclinic, tests the Voigt factors, and the largest difference among the six components is $4\times10^{-6}$ of the largest component of $\alpha$. There the shear components show the same independence of signs as the diagonal ones, with $\gamma_{23}=0.0864$ and $\alpha_{23}=-0.1457\ \mathrm{Ha}^{-1}$.

\section*{Calculated quantities}
\begin{verbatim}
kB = 3.166812e-06 Ha/K ; 1 Ha/bohr^3 = 29421.0 GPa ; 1 u = 1822.888 m_e
B inputs: a0=5.0 c0=4.0 bohr, k=0.015 Ha/bohr^2, M=65.4 u, T=0.0006 Ha, grid 6^3
B inputs: Morse beta in-plane 0.3, axial 2.5, diagonal 0.3 1/bohr
B hex: V=86.9020 bohr^3, C_eps=2.49560, gamma_a=0.46900, gamma_c=1.69953
B hex: C11=1.06849e-02 C12=3.56104e-03 C13=5.01474e-03 C33=9.27750e-03 Ha/bohr^3
B hex: gamma_c/gamma_a=3.6237, C33/C13=1.8500
B hex: alpha_a direct -1.46320 formula -1.46321 1/Ha
B hex: alpha_c direct 6.84248 formula 6.84250 1/Ha; rel err 4.0e-06
B tric: Voigt distortion of hexagonal cell [0.05, -0.03, 0.02, 0.1, -0.08, 0.06]
B tric: gamma 11 22 33 23 13 12 = 0.5036 0.4458 1.7191 0.0864 -0.0684 0.0178
B tric: alpha direct  (1/Ha) = -1.3250 -1.5380 6.6232 -0.1457 0.1158 0.0742
B tric: alpha formula (1/Ha) = -1.3250 -1.5380 6.6232 -0.1457 0.1158 0.0742 ; rel err 4.0e-06
C inputs: V0=102 bohr^3; C11 C12 C13 C33 = 6.0e-3 1.2e-3 1.9e-3 2.3e-3 Ha/bohr^3
C inputs in GPa: 176.5 35.3 55.9 67.7
C mode x1: w0=3.50e-04 Ha (110.5 K), gamma_a=1.0, gamma_c=2.8
C mode x2: w0=8.00e-04 Ha (252.6 K), gamma_a=2.6, gamma_c=1.8
C static: D=9.3400e-06 (Ha/bohr^3)^2, C33/C13=1.2105, 2C13/(C11+C12)=0.5278
--- T = 1.60e-04 Ha = 50.52 K
eps_a=1.45302e-03, eps_c=6.30235e-03, V=102.9436 bohr^3
w=3.42880e-04, 7.85022e-04 Ha; c=0.69140, 0.18078
C_eps=1.05296, C_sigma=1.05767, C_eps/V=1.02285e-02 1/bohr^3
gamma_a=1.54941, gamma_c=2.45662, ratio=1.58552
isothermal C11+C12=7.23311e-03 C13=1.91907e-03 C33=2.31027e-03 Ha/bohr^3
adiabatic  C11+C12=7.24097e-03 C13=1.92530e-03 C33=2.32015e-03 Ha/bohr^3
D=9.34482e-06 (Ha/bohr^3)^2; C33/C13=1.20385; 2C13/(C11+C12)=0.53063
S11+S12=247.225 S13=-205.362 S33=774.023 bohr^3/Ha
kappa_a=41.863 kappa_c=363.300 bohr^3/Ha
alpha_a = 3.91807 + (-5.16025) = -1.24219; direct -1.24219 1/Ha
alpha_c = (-6.50921) + 19.44937 = 12.94016; direct 12.94016 1/Ha
alpha_a=-3.9338e-06, alpha_c=4.0979e-05, beta=3.3112e-05 1/K; beta=10.45578 1/Ha
alpha_a with c clamped 2.19106; with static C13=0 2.19144 1/Ha
--- T = 9.50e-04 Ha = 299.99 K
eps_a=2.33278e-03, eps_c=2.29399e-02, V=104.8550 bohr^3
w=3.26698e-04, 7.58384e-04 Ha; c=0.99020, 0.94854
C_eps=2.88729, C_sigma=3.04475, C_eps/V=2.75360e-02 1/bohr^3
gamma_a=2.05128, gamma_c=2.14295, ratio=1.04469
isothermal C11+C12=7.02980e-03 C13=1.85759e-03 C33=2.24488e-03 Ha/bohr^3
adiabatic  C11+C12=7.24994e-03 C13=1.97258e-03 C33=2.36501e-03 Ha/bohr^3
D=8.87978e-06 (Ha/bohr^3)^2; C33/C13=1.20849; 2C13/(C11+C12)=0.52849
S11+S12=252.808 S13=-209.193 S33=791.663 bohr^3/Ha
kappa_a=43.615 kappa_c=373.278 bohr^3/Ha
alpha_a = 14.27960 + (-12.34413) = 1.93546; direct 1.93546 1/Ha
alpha_c = (-23.63209) + 46.71479 = 23.08270; direct 23.08270 1/Ha
alpha_a=6.1293e-06, alpha_c=7.3099e-05, beta=8.5357e-05 1/K; beta=26.95363 1/Ha
alpha_a with c clamped 8.03494; with static C13=0 8.03116 1/Ha
alpha_a = 0 at T0=2.73509e-04 Ha = 86.37 K
at T0: gamma_c/gamma_a=1.20478, C33/C13=1.20478
\end{verbatim}
